\section*{Median and mean counterion distance beside a charged plane without salt}

\section*{Problem}

A flat surface at $x=0$ carries a fixed, uniform charge per area $-\sigma$, with $\sigma>0$. The region $x>0$ is filled by a liquid of permittivity $\varepsilon$ at temperature $T$. The liquid contains no salt. Its mobile charges are point counterions of charge $+ze$, just enough of them to neutralise the surface. There is no electric field behind the surface, as inside a slab whose two faces are equally charged and in contact with the same liquid. Treat the ions in mean-field (Poisson--Boltzmann) theory and define the Gouy--Chapman length
\begin{equation}
b=\frac{2\varepsilon kT}{ze\sigma}.
\label{b}
\end{equation}

\begin{enumerate}
\item[(a)] Find the potential and the ion density in the unbounded half-space. Show why neutrality fixes the density at the wall.
\item[(b)] Show that half the counterions lie within $b$, and that their mean distance from the surface diverges. Relate the divergence to the potential.
\item[(c)] Close the liquid at $x=L$, where the field vanishes. Find the mean and the median distance, and examine wide and narrow cells.
\item[(d)] Instead of closing the liquid, add a trace of $1{:}1$ salt, with $z=1$. Find the mean and the median distance of the net screening charge.
\item[(e)] Evaluate the results for monovalent counterions in water at $298.15$ K, with $\varepsilon/\varepsilon_0=78.4$ and $\sigma=0.50\ \mu\mathrm{C/cm^2}$. Judge the assumptions for a silica surface in deionised water.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The profile}

Let $\phi(x)$ be the potential, with $\phi(0)=0$, and let $u=ze\phi/kT$. In mean-field theory each ion responds to the average potential, so its density is $n=n_0e^{-u}$, where $n_0$ is the still unknown density at the wall. Poisson's equation $\varepsilon\phi''=-zen$ becomes
\begin{equation}
u''=-\frac{(ze)^2n_0}{\varepsilon kT}\,e^{-u}.
\label{pb}
\end{equation}
The field is $E=-\phi'$. Since there is none behind the surface, Gauss's law gives $\varepsilon E(0^+)=-\sigma$, hence $\phi'(0)=\sigma/\varepsilon$ and
\begin{equation}
u'(0)=\frac{ze\sigma}{\varepsilon kT}=\frac{2}{b}.
\label{wall}
\end{equation}
The potential rises away from the negative surface, as it must if positive ions are to be attracted to it. Equation (\ref{wall}) also gives $b$ a meaning: moving one ion a distance $b$ against the wall field costs $ze(\sigma/\varepsilon)b=2kT$.

Measure the wall density by the ratio $\gamma=n_0/n_c$, with $n_c=\sigma^2/(2\varepsilon kT)$. The coefficient in (\ref{pb}) is then
\[
\frac{(ze)^2}{\varepsilon kT}\,\frac{\gamma\sigma^2}{2\varepsilon kT}
=\frac{\gamma}{2}\left(\frac{ze\sigma}{\varepsilon kT}\right)^2=\frac{2\gamma}{b^2},
\]
so that $u''=-(2\gamma/b^2)e^{-u}$. Multiplying by $u'$ turns both sides into derivatives, $(u'^2/2)'=(2\gamma/b^2)(e^{-u})'$. Integration from the wall, where $u=0$ and $u'=2/b$, gives
\begin{equation}
\left(\frac{bu'}{2}\right)^2=\gamma e^{-u}+1-\gamma .
\label{first}
\end{equation}

Neutrality of the unbounded layer requires $u'\to0$ as $x\to\infty$. There are three cases.

If $\gamma<1$, the right side of (\ref{first}) stays above $1-\gamma$. The field never falls below $\sqrt{1-\gamma}$ times its wall value: there are too few ions. Direct numerical integration with $\gamma=0.9$ leaves a fraction $0.3162=\sqrt{0.1}$ of the wall field far away.

If $\gamma>1$, then as long as $u'\ge0$ equation (\ref{first}) gives $\gamma e^{-u}\ge\gamma-1$, so $u''\le-2(\gamma-1)/b^2$. The slope starts at $2/b$ and therefore reaches zero no later than $x=b/(\gamma-1)$. Beyond that point it is negative and, because $u''<0$, keeps decreasing. It cannot return to zero at infinity. This case belongs to the closed cell of part (c).

There remains $\gamma=1$, that is
\begin{equation}
n_0=n_c=\frac{\sigma^2}{2\varepsilon kT}.
\label{contact}
\end{equation}
Taking the positive root of (\ref{first}), as (\ref{wall}) demands, we have $u'=(2/b)e^{-u/2}$. Separating the variables,
\[
\int_0^u e^{s/2}\,ds=\frac{2x}{b}
\quad\Longrightarrow\quad 2\left(e^{u/2}-1\right)=\frac{2x}{b},
\]
and therefore
\begin{equation}
u=2\ln\left(1+\frac xb\right),\qquad n=\frac{n_c}{(1+x/b)^2}.
\label{profile}
\end{equation}
The slope $u'=2/(x+b)$ vanishes at infinity, as required.

\subsection*{(b) Median and mean}

The number of counterions per area is $N=\sigma/(ze)$. From (\ref{b}) and (\ref{contact}),
\[
n_cb=\frac{\sigma^2}{2\varepsilon kT}\,\frac{2\varepsilon kT}{ze\sigma}=\frac{\sigma}{ze}=N .
\]
The fraction of ions within a distance $x$ is thus
\begin{equation}
F(x)=\frac1N\int_0^x n\,ds=\int_0^x\frac{b\,ds}{(s+b)^2}=1-\frac{b}{x+b}=\frac{x}{x+b}.
\label{F}
\end{equation}
Setting $F=\tfrac12$ gives $x=b$: half the counterions lie within the Gouy--Chapman length. Likewise $90\%$ lie within $9b$ and $99\%$ within $99b$.

For the mean, first count the contribution of ions closer than $R$. With $s=(s+b)-b$ in the numerator,
\begin{align}
M(R)&=\int_0^R\frac{b\,s\,ds}{(s+b)^2}
=b\int_0^R\left[\frac1{s+b}-\frac b{(s+b)^2}\right]ds\nonumber\\
&=b\left[\ln\left(1+\frac Rb\right)-\frac R{R+b}\right].
\label{trunc}
\end{align}
The second term tends to $-b$, but the logarithm grows without limit, so the mean distance diverges. For $R\gg b$ each further decade of distance adds $b\ln10$. Ions at distances of order $R$ make up a fraction of order $b/R$ of the total, and each contributes a distance of order $R$; the two factors cancel.

The potential gives a second view. Let $Q=1-F$ be the fraction of ions beyond $x$. By Gauss's law this is also the fraction of the surface charge not yet screened, so $Q=u'(x)/u'(0)=bu'/2$. Since the ion distribution is $-Q'$, integration by parts gives
\begin{equation}
M(R)=-RQ(R)+\int_0^RQ\,dx=-RQ(R)+\frac b2\,[u(R)-u(0)].
\label{parts}
\end{equation}
Here $RQ(R)=Rb/(R+b)$ stays below $b$. The mean diverges because the potential (\ref{profile}) rises logarithmically for ever. Whenever $RQ(R)$ vanishes at the far end of a layer, (\ref{parts}) reduces to
\begin{equation}
\langle x\rangle=\frac b2\,\Delta u ,
\label{drop}
\end{equation}
where $\Delta u$ is the total potential difference across the layer in units of $kT/(ze)$. Parts (c) and (d) use this result.

\subsection*{(c) A closed cell}

Now $u'(L)=0$, which is the case $\gamma>1$. Write $\gamma-1=(Kb)^2$ with $K>0$. Differentiating $Q=bu'/2$ and using (\ref{first}) in the form $\gamma e^{-u}=Q^2+K^2b^2$,
\begin{equation}
Q'=\frac b2u''=-\frac{\gamma}{b}e^{-u}=-\frac{Q^2+K^2b^2}{b}.
\label{riccati}
\end{equation}
Separate the variables and integrate from $x$ to $L$, where $Q=0$:
\[
\frac1{Kb}\arctan\frac{Q}{Kb}=\frac{L-x}{b}
\quad\Longrightarrow\quad Q=Kb\tan[K(L-x)].
\]
The condition $Q(0)=1$ fixes $K$,
\begin{equation}
Kb\tan KL=1,\qquad 0<KL<\frac\pi2 ,
\label{K}
\end{equation}
where the range keeps $Q$ finite throughout the cell. The density is $n=-NQ'=n_cK^2b^2/\cos^2[K(L-x)]$. As a numerical case, $\gamma=1.1$ means $Kb=\sqrt{0.1}$, and (\ref{K}) gives $L=\arctan(1/Kb)/K=3.999\,b$. Direct integration of the differential equation finds the zero of the field at the same place.

Because $Q(L)=0$, the mean is the integral of $Q$:
\begin{equation}
\langle x\rangle=\int_0^LQ\,dx=-b\ln\cos KL=\frac b2\ln\left(1+\frac1{K^2b^2}\right).
\label{cellmean}
\end{equation}
The last step uses $\cos^{-2}KL=1+\tan^2KL$ and (\ref{K}). The median $x_m$ follows from $Q=\tfrac12$, or $K(L-x_m)=\arctan(1/2Kb)$. With $KL=\arctan(1/Kb)$ and $\arctan(1/y)=\pi/2-\arctan y$ for $y>0$,
\begin{equation}
x_m=\frac{\arctan(2Kb)-\arctan(Kb)}{K}.
\label{cellmedian}
\end{equation}

\emph{Wide cell, $L\gg b$.} Equation (\ref{K}) forces $KL$ close to $\pi/2$, so $Kb\simeq\pi b/2L$ is small. Then
\[
\langle x\rangle\simeq b\ln\frac{2L}{\pi b},\qquad
x_m\simeq b\left[1-\frac73(Kb)^2\right],
\]
where the second result uses $\arctan y\simeq y-y^3/3$. The mean follows the logarithm of the cell width, while the median approaches $b$ with a correction of order $(b/L)^2$.

\emph{Narrow cell, $L\ll b$.} Now $KL$ is small and (\ref{K}) becomes $K^2bL\simeq1$, so $Kb\simeq\sqrt{b/L}$ is large. Expanding the logarithm in (\ref{cellmean}) gives $\langle x\rangle\simeq1/(2K^2b)=L/2$. In (\ref{cellmedian}), $\arctan y\simeq\pi/2-1/y$ gives $x_m\simeq1/(2K^2b)=L/2$ as well. The ions fill the cell almost evenly, and $b$ no longer describes their distribution.

\subsection*{(d) A trace of salt}

With a salt reservoir the number of counterions per area is no longer finite, because the bulk contains ions at any distance. The net screening charge is still finite, and $Q$ now denotes the fraction of it beyond $x$. Let $v>0$ be the magnitude of the potential relative to the bulk, in units of $kT/e$, and let $n_s$ be the bulk density of each ion species. The two Boltzmann factors combine to
\[
v''=\frac{\sinh v}{\lambda^2},\qquad \lambda^2=\frac{\varepsilon kT}{2e^2n_s},
\]
where $\lambda$ is the Debye length. Multiply by $v'$ and integrate from the bulk, where $v=v'=0$:
\[
v'^2=\frac{2}{\lambda^2}(\cosh v-1)=\frac4{\lambda^2}\sinh^2\frac v2
\quad\Longrightarrow\quad v'=-\frac2\lambda\sinh\frac v2 .
\]
The wall condition $v'(0)=-2/b$ gives $\sinh(v_0/2)=\lambda/b$ for the wall value $v_0$. Gauss's law gives $Q=-bv'/2=(b/\lambda)\sinh(v/2)$, which falls steadily from $1$ to $0$. Far away it decays exponentially, so the boundary term in (\ref{parts}) vanishes and (\ref{drop}) yields
\begin{equation}
\langle x\rangle=\frac{bv_0}{2}=b\,\mathrm{arsinh}\frac\lambda b .
\label{saltmean}
\end{equation}

For the median, write the equation for $v'$ in terms of $Q$. Since $v'=-2Q/b$ and $\cosh(v/2)=\sqrt{1+\lambda^2Q^2/b^2}$,
\[
Q'=\frac{b}{2\lambda}\cosh\frac v2\;v'=-\frac Q\lambda\sqrt{1+\frac{\lambda^2Q^2}{b^2}} .
\]
Put $y=b/(\lambda Q)$. Then $y'=-yQ'/Q=(y/\lambda)\sqrt{1+1/y^2}=\sqrt{1+y^2}/\lambda$, which integrates to $\mathrm{arsinh}\,y=x/\lambda+\text{const}$. Between $Q=1$ and $Q=\tfrac12$,
\begin{equation}
x_m=\lambda\left[\mathrm{arsinh}\frac{2b}\lambda-\mathrm{arsinh}\frac b\lambda\right].
\label{saltmedian}
\end{equation}
For $\lambda\gg b$, $\mathrm{arsinh}\,y\simeq y-y^3/6$ gives $x_m\simeq b[1-7b^2/(6\lambda^2)]$, while the mean tends to $b\ln(2\lambda/b)$. The Debye length plays the part that the cell width played in (c).

\subsection*{(e) Numbers and the real surface}

The Bjerrum length $l_B=e^2/(4\pi\varepsilon kT)$ is $0.715$ nm, and the surface carries $N=\sigma/e=0.0312$ charges per $\mathrm{nm^2}$. Substituting these in (\ref{b}) for $z=1$,
\[
b=\frac1{2\pi l_BN}=\frac1{2\pi(0.715)(0.0312)}\ \mathrm{nm}=7.13\ \mathrm{nm}=71.3\ \text{\AA}.
\]
The wall density is $N/b=4.37\times10^{18}\ \mathrm{cm^{-3}}$, and the wall field is $2(25.69\ \mathrm{mV})/(7.13\ \mathrm{nm})=0.072\ \mathrm{MV/cm}$. In the unbounded salt-free model $50\%$, $90\%$ and $99\%$ of the ions lie within $7.13$, $64.2$ and $706$ nm.

For closed cells at fixed $\sigma$, equations (\ref{cellmean}) and (\ref{cellmedian}) give:

\begin{center}
\begin{tabular}{ccc}
$L$ (nm) & mean (nm) & median (nm)\\
$10^2$ & 16.1 & 6.96\\
$10^3$ & 32.1 & 7.13\\
$10^4$ & 48.5 & 7.13\\
$10^5$ & 64.9 & 7.13
\end{tabular}
\end{center}

The steps in the mean approach $b\ln10=16.4$ nm per decade. The median in the narrowest of these cells is $2.5\%$ below $b$, in line with $\tfrac73(Kb)^2$.

The chosen charge is an illustrative round value. The real charge of silica depends on pH and dissolved ions, whereas here it is held fixed. In deionised water the counterions are mainly protons. The wall density found above, $7.3$ mmol/L, would then mean a local pH near $2.1$, at which silica is almost uncharged. The real charge in such water must therefore be smaller, by a factor that depends on the acidity assumed for the silanol groups. A simple dissociation balance gives about a tenth of the illustrative charge for $8$ sites per $\mathrm{nm^2}$ with $\mathrm{p}K=7.5$, but about half of it if roughly a fifth of $4.6$ sites per $\mathrm{nm^2}$ have $\mathrm{p}K=4.5$. The length $b$ grows in inverse proportion as the charge falls. With a tenth of the charge, $b$ is $71$ nm; at the Debye length of $215$ nm found below, (\ref{saltmedian}) then puts the median about $11\%$ below $b$. The numbers that follow keep the illustrative charge. The assumption that there is no salt fails too. Water's own ions, about $10^{-7}$ mol/L, give $\lambda=961$ nm and a mean of $39.9$ nm. Dissolved carbon dioxide, taken roughly as $2\times10^{-6}$ mol/L of a $1{:}1$ salt, gives $\lambda=215$ nm and a mean of $29.2$ nm. In the second case the infinite mean has become about four times $b$, yet the median lies only about $0.1\%$ below $b$. The salt-free $99\%$ distance of $706$ nm exceeds this Debye length and should not be applied to such water.

Other neglected effects act near the surface:

\begin{itemize}
\item \emph{Ion correlations.} Mean-field theory needs $z^2l_B/b$ to be small, so that ions a distance $b$ apart repel by much less than $kT$. Here the ratio is $0.10$. At fixed $\sigma$ it grows as $z^3$, so the theory is much less safe for multivalent ions.
\item \emph{Ion size.} For a rough hydrated diameter $d=0.7$ nm, $n_0d^3=1.5\times10^{-3}$ at the wall, so crowding is weak.
\item \emph{Image charges.} With $\varepsilon_s/\varepsilon_0=3.9$ for silica, an ion at $x$ sees an image of relative strength $\Delta=(\varepsilon-\varepsilon_s)/(\varepsilon+\varepsilon_s)$ at distance $2x$. The repulsion energy, half the pair energy, is $kT\,\Delta\,l_B/(4x)$. It equals $kT$ at $0.16$ nm, far inside $b$, but it falls off only as $1/x$. Adding it to the Boltzmann factor of the salt-free model, with ionic screening of the image ignored, moves the median outward by about $7\%$.
\item \emph{Discrete surface charges.} Their mean spacing, $a=N^{-1/2}=5.7$ nm, is comparable with $b$. On a square lattice the four longest-wavelength ripples add, above a surface charge, an energy of magnitude $4kT(l_B/a)(1+\Delta)e^{-2\pi x/a}$ if ionic screening is ignored. This is $0.32\,kT$ at $1$ nm, where the shorter ripples roughly double it, but only $3.5\times10^{-4}\,kT$ at $b$, where they add little. For such an ordered lattice the smeared plane is therefore a poor picture of the first nanometre and a good one at the median distance. Disordered charges, as on real silica, also produce ripples of longer wavelength, which decay more slowly, so the small value at $b$ does not carry over to them.
\item \emph{Dielectric saturation.} Independent dipoles matched to the permittivity of water lose about $0.005\%$ of their linear polarisation at the wall field. This estimate leaves out correlations between molecules, which can raise the loss by about a factor of ten; it still stays well below $1\%$.
\item \emph{Temperature.} At $350$ K, with a rough relative permittivity of $62$ and the same $\sigma$, $b$ falls to $6.6$ nm, a decrease of $7\%$.
\end{itemize}

Most of the values behind these estimates are listed in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature: 298.15 K
relative permittivity, water: 78.4
relative permittivity, silica: 3.9
surface charge: 0.50 uC/cm2
surface charges per area: 0.0312 per nm2
thermal voltage kT/e: 25.69 mV
Bjerrum length: 0.715 nm
Gouy-Chapman length b: 7.134 nm = 71.34 angstrom
contact density: 4.374e+18 per cm3
contact concentration: 7.26 mmol/L
wall field: 0.0720 MV/cm
distance holding 50% of ions: 7.13 nm
distance holding 90% of ions: 64.21 nm
distance holding 99% of ions: 706.26 nm
growth of mean per decade, b ln10: 16.43 nm
contact ratio 0.9: field left / wall field: 0.3162
contact ratio 1.1: field vanishes at: 3.999 b
cell L = 100 nm: mean 16.14 nm, median 6.957 nm
cell L = 1000 nm: mean 32.09 nm, median 7.132 nm
cell L = 10000 nm: mean 48.47 nm, median 7.134 nm
cell L = 100000 nm: mean 64.89 nm, median 7.134 nm
pure water: ions 1.0e-07 mol/L, Debye 961.4 nm
pure water: charge mean 39.93 nm, median 7.134 nm
water with CO2: ions 2.0e-06 mol/L, Debye 215.0 nm
water with CO2: charge mean 29.24 nm, median 7.125 nm
coupling parameter l_B/b: 0.100
hydrated ion diameter (rough): 0.7 nm
volume share n0 d^3 at contact: 1.50e-03
distance where image energy = kT: 0.162 nm
spacing of surface charges: 5.66 nm
lattice ripple of energy at x = 1 nm: 3.17e-01 kT
lattice ripple of energy at x = b: 3.50e-04 kT
dipole energy at wall field: 0.0279 kT
saturation loss of polarisation at wall: 0.0052 %
b at 350 K with permittivity 62: 6.623 nm
\end{verbatim}
